# The Zero Eigenvalue of Interdiffusion in a Ternary Two-Phase Region

When interdiffusion is calculated across a metallic coating that contains two phases, each cell of the calculation needs a diffusion matrix, and one must decide how to obtain it. Averaging the matrices of the two phases by their amounts looks reasonable, but the average is in general invertible, so that every composition gradient drives a flux. If the phases are in local equilibrium, one kind of difference does not relax by diffusion at all: the kind in which neighbouring regions contain the same two phases, with the same phase compositions, in different proportions. The correct matrix therefore has a zero eigenvalue, and it cannot be inverted. Its null direction is the local tie line.

Consider components 1, 2 and 3 at fixed temperature and pressure. Compositions are site fractions, all sites have equal volume, and component 3 is the dependent one. A composition is then a vector $c=(c_1,c_2)$. The phases $\alpha$ and $\beta$ have compositions $c_\alpha$ and $c_\beta$, and a fraction $f$ of the sites belongs to $\beta$, with $0<f<1$. The average composition and the tie-line vector are

$$c=(1-f)c_\alpha+f c_\beta,\qquad t=c_\beta-c_\alpha .$$

The microstructure is assumed to be fine compared with the distance over which $c$ varies, so that averages at a given depth $x$ make sense. Interface energy, stress and resistance to transfer across interfaces are neglected at first. The algebra is in atomic units, and temperature enters through the thermal energy $\theta$.

Let $g_p(c_p)$ be the free energy per site of phase $p$, and let $m_i=\mu_i-\mu_3$ be the chemical potentials relative to component 3. Then $m=\partial g_p/\partial c_p$. Local equilibrium requires $m$ to be the same in both phases, and also the intercept

$$\omega=g_p-c_p\cdot m ,$$

which is $\mu_3$. These are the conditions for a common tangent plane. If both free energies lie on or above that plane, no other division into these phases has a lower energy.

Now move to a neighbouring equilibrium. Since $dg_p=m\cdot dc_p$,

$$d\omega=m\cdot dc_p-m\cdot dc_p-c_p\cdot dm=-c_p\cdot dm .$$

The left side is the same for both phases, so $c_\alpha\cdot dm=c_\beta\cdot dm$, or

$$t\cdot dm=0 .$$

The potentials can change only at right angles to the tie line. With $n$ a unit vector normal to $t$, we may write $dm=n\,ds$, where $ds$ is a single energy increment.

It remains to relate $ds$ to the change of average composition. Let $H_p$ be the matrix of second derivatives of $g_p$, taken to be positive definite because each phase is stable. From $dm=H_p\,dc_p$ it follows that $dc_p=H_p^{-1}n\,ds$. Differentiating the lever rule gives

$$dc=(1-f)\,dc_\alpha+f\,dc_\beta+t\,df .$$

Multiplication by $n$ removes the last term, because $n\cdot t=0$:

$$n\cdot dc=\frac{ds}{k},\qquad
\frac1k=n\cdot\left[(1-f)H_\alpha^{-1}+fH_\beta^{-1}\right]n>0 .$$

Hence $ds=k\,n\cdot dc$, and

$$dm=k\,n\,(n\cdot dc),\qquad \frac{\partial m}{\partial c}=k\,nn^{\mathsf T}.$$

This matrix has rank one. A change $dc$ along $t$ alters the phase fraction and leaves every potential as it was. A change across the tie lines alters the phases themselves, and $k$ measures the resulting change of potential.

The fluxes follow from the potentials. Within one phase, the flux of component $k$ relative to the lattice is taken as

$$j_k=-\frac{c_kD_k^*}{\theta}\frac{\partial\mu_k}{\partial x},$$

where $D_k^*$ is its tracer diffusivity and the flux is a site fraction times a speed. Cross terms between the lattice fluxes are neglected. The Gibbs–Duhem relation $\sum_k c_k\,d\mu_k=0$, with $d\mu_k=dm_k+d\mu_3$ and $m_3=0$, gives $d\mu_3=-\sum_{j=1}^2c_j\,dm_j$. Therefore

$$d\mu_k=\sum_{j=1}^{2}(\delta_{kj}-c_j)\,dm_j .$$

In the frame with no net flux of atoms, the convective part is subtracted:

$$J_i=j_i-c_i\sum_{k=1}^3j_k=\sum_{k=1}^3(\delta_{ik}-c_i)j_k .$$

Combining these expressions yields $J=-M_p\,\partial m/\partial x$, with

$$(M_p)_{ij}=\sum_{k=1}^{3}(\delta_{ik}-c_i)(\delta_{jk}-c_j)\frac{c_kD_k^*}{\theta},$$

evaluated at the composition of phase $p$. This matrix is symmetric. For any vector $v$,

$$v\cdot M_pv=\sum_{k=1}^3\frac{c_kD_k^*}{\theta}\,(v_k-v\cdot c)^2,\qquad v_3=0 .$$

The sum vanishes only if every bracket does. The bracket for $k=3$ then gives $v\cdot c=0$, and the other two give $v_1=v_2=0$. So $M_p$ is positive definite when all three components are present and mobile.

Take the phases to be plates lying along the flux, each with no net flux of atoms. At a given depth both have the same $m$, hence the same gradient of $m$, and their fluxes add in proportion to their amounts:

$$J=-M\frac{\partial m}{\partial x},\qquad M=(1-f)M_\alpha+fM_\beta .$$

Inserting the rank-one relation gives the effective interdiffusion matrix:

$$J=-D\frac{\partial c}{\partial x},\qquad D=k\,M\,nn^{\mathsf T}.$$

Since $n\cdot t=0$,

$$D\,t=k\,Mn\,(n\cdot t)=0 ,$$

which is the stated result. Acting on $Mn$ instead,

$$D\,(Mn)=k\,(n\cdot Mn)\,Mn,\qquad \lambda=k\,n\cdot Mn>0 .$$

The second eigenvector is $Mn$, which need not be perpendicular to $t$. It cannot be parallel to $t$, because $n\cdot Mn$ is positive, so the two eigenvectors always span the composition plane under these assumptions.

The tie line is a right eigenvector: it is a direction of composition gradient that causes no flux. The left null vector is a different object. It is a vector $w$ with $w\cdot Mn=0$, and it selects the combination of fluxes that vanishes for every gradient.

The derivation also shows what is wrong with averaging the phase matrices $D_p=M_pH_p$. For plates the flux is

$$J=-\left[(1-f)D_\alpha\frac{\partial c_\alpha}{\partial c}+fD_\beta\frac{\partial c_\beta}{\partial c}\right]\frac{\partial c}{\partial x}.$$

A plain average replaces both derivatives in the bracket by the unit matrix. It assumes that each phase follows the average composition, whereas a change of phase fraction, the term $t\,df$, in general takes up part of the change, and all of it along a tie line.

Other microstructures change the second eigenvalue but not the null vector. Consider a region small enough for the potentials in it to be nearly steady, with $M_p$ constant in each phase. At the interfaces $m$ can vary only along $n$, so $t\cdot m$ has the same value at all of them. Inside each phase $\nabla\cdot(M_p\nabla m)=0$, and because $M_p$ is invertible, each component of $m$ obeys Laplace's equation. Hence $t\cdot m$ is constant there too, and $\nabla m=n\,\nabla s$ everywhere.

The interfaces may move, and conservation of atoms then allows $J$ to jump across them by a multiple of $t$. Only $n\cdot J$ must be continuous. What remains is ordinary conduction for the single potential $s$, with conductivity $\sigma_p=n\cdot M_pn$. For layers stacked across the flux this gives

$$\lambda_{\rm stack}=k\left[\frac{1-f}{\sigma_\alpha}+\frac{f}{\sigma_\beta}\right]^{-1},$$

whereas plates along the flux give $\lambda=k[(1-f)\sigma_\alpha+f\sigma_\beta]$, as before.

For a general fine mixture, the effective conductivity is the least mean dissipation among fields $s$ with unit mean gradient. A uniform trial gradient shows that it is at most the plate value. The corresponding minimum over fluxes of given mean, with a uniform trial flux, shows that it is at least the stacked value. With $k$ fixed, $\lambda$ therefore lies between the two layered values. A slightly weaker lower bound is $k\,n\cdot M_{\rm series}n$, with

$$M_{\rm series}=\left[(1-f)M_\alpha^{-1}+fM_\beta^{-1}\right]^{-1}.$$

It is weaker because $n\cdot M_{\rm series}n$ is the least value of $(1-f)\,v_\alpha\cdot M_\alpha v_\alpha+f\,v_\beta\cdot M_\beta v_\beta$ for vectors with $(1-f)v_\alpha+fv_\beta=n$, while in stacked layers both vectors must lie along $n$.

Two limits help to place the result. As $f\to0$ inside the two-phase region,

$$\lambda\to\frac{n\cdot M_\alpha n}{n\cdot H_\alpha^{-1}n},$$

while the other eigenvalue stays zero. Just outside, in pure $\alpha$, the matrix is $M_\alpha H_\alpha$, whose determinant is positive. The diffusion matrix therefore jumps at the phase boundary, and a calculation must not interpolate it smoothly from one side to the other. The second limit is a region with three phases. At fixed temperature and pressure their compositions and potentials are fixed, so $\partial m/\partial c=0$ and both eigenvalues vanish.

For a numerical example, let the components be A, B and C, with C dependent. Each phase has the regular-solution energy

$$g_p=\sum_i x_iG_i+\theta\sum_i x_i\ln x_i+\sum_{i<j}W_{ij}x_ix_j ,$$

where $x_i$ are the three site fractions. The temperature is 1300 K, so $\theta=0.112$ eV. In the order A, B, C, the end energies $G_i$ are 0.12, 0, 0 eV in $\alpha$ and 0, 0.02, 0.10 eV in $\beta$. In the order AB, AC, BC, the pair energies are 0.02, −0.03, 0.04 eV in $\alpha$ and −0.04, −0.03, 0.02 eV in $\beta$. The tracer diffusivities are 1500, 800, 500 nm²/s in $\alpha$ and 4000, 2000, 6000 nm²/s in $\beta$.

At the average composition $c=(0.40,0.15)$, equilibrium gives

$$c_\alpha=(0.2075,0.1357),\qquad c_\beta=(0.5565,0.1616).$$

Thus $t=(0.3490,0.0260)$, and the lever rule for A gives $f=(0.4000-0.2075)/0.3490=0.552$. On a grid of compositions with spacing 0.02, both free energies were found to lie on or above the tangent plane within rounding, and both matrices $H_p$ were positive definite.

The unit normal is $n=(-0.0742,0.9972)$, and the curvature is $k=0.807$ eV. The mobility matrix, in nm²/(eV s), is

$$M=\begin{pmatrix}6085&-954\\-954&1994\end{pmatrix}.$$

Multiplication gives $Mn=(-1403,2060)$ and $n\cdot Mn=2158$ in the same unit, so

$$\lambda=0.8066\times2158=1741\ \text{nm}^2/\text{s},$$

or $1.741\times10^5$ Å²/s. The full matrix, in nm²/s, is

$$D=\begin{pmatrix}84.0&-1128.5\\-123.3&1656.7\end{pmatrix}.$$

Its first row acting on $t$ gives $84.0\times0.3490-1128.5\times0.0260$, which is zero within the rounding of these figures. Its trace is 1741 nm²/s, as it must be when the other eigenvalue is zero. The individual elements depend on the assumption that each plate carries no net flux of atoms. If the plates share one lattice velocity instead, the flux changes by a multiple of $t$: the first row becomes about $(100,-1343)$ nm²/s, while $\lambda$ and the null vector stay the same.

The same matrix was also built without the rank-one formula. Equilibrium was solved again after shifts of $10^{-4}$ in each average fraction, and the resulting changes in each phase were combined with lattice fluxes driven by numerically differentiated chemical potentials. The eigenvalues were $4\times10^{-8}$ and 1740.7 nm²/s, and the null vector lay within $10^{-7}$ degree of the tie line. These small residues measure numerical error, not the accuracy of the physical model.

At the ends of this tie line, the separate phases have eigenvalues of 687 and 1406 nm²/s in $\alpha$, and 2479 and 5817 nm²/s in $\beta$. The plain average of their matrices has eigenvalues of 1719 and 3795 nm²/s. One of these happens to lie near $\lambda$, but neither is zero, so the average would smooth out differences that should remain.

A zero eigenvalue does not mean that some component is immobile. Suppose that only the average fraction of A varies, with gradient $10^{-6}$ nm⁻¹. The fluxes are then

$$J_A=-8.4\times10^{-5}\ \text{nm/s},\qquad J_B=1.23\times10^{-4}\ \text{nm/s}.$$

B moves although its average fraction is uniform. The reason is visible in $\partial m/\partial x=k\,n\,n_A\,\partial c_A/\partial x$: since $n_A$ is negative and $n_B$ positive, the potential of B relative to C falls with $x$. The gradient of A carries the material onto different tie lines, and B responds to the change of potential.

For small variations about a uniform state, $D$ may be held constant. Let $\hat t=t/|t|$ and $\hat u=Mn/|Mn|$, and write the deviation of composition as $a\hat t+b\hat u$. With time $\tau$, conservation of atoms gives

$$\frac{\partial a}{\partial\tau}=0,\qquad \frac{\partial b}{\partial\tau}=\lambda\frac{\partial^2b}{\partial x^2}.$$

A wave in $b$ with wavenumber $q$ decays as $e^{-\lambda q^2\tau}$, while a wave in $a$ stays. If two slightly different two-phase alloys are joined, the initial step in $a$ remains at the joint and $b$ spreads out on both sides. The average composition is then discontinuous, although the potentials are continuous for $\tau>0$. This picture holds for constant $D$. Because the direction of $Mn$ depends on $f$, the flux along $t$ is not quite continuous at the joint, and a narrow spike of phase fraction builds up there. It is of second order in the step, but in a cell calculation it grows with time and as the cells are made smaller.

For a wavelength of 50 000 nm in the example,

$$\frac1{\lambda q^2}=\frac{1}{1741}\left(\frac{50\,000}{2\pi}\right)^2\approx3.6\times10^4\ \text{s},$$

about ten hours. As a test, waves of amplitude $10^{-4}$ along both eigenvectors were placed together on a ring of twelve cells, each kept in equilibrium. After one decay time of the ring, the tie-line wave kept its amplitude to the five digits printed, and the other had fallen to 0.368, which is $e^{-1}$.

For larger variations the statement must be read locally. If every region lies on one and the same tie line, all potentials are equal and there is no flux, however different the phase fractions are. In the example, $m$ at four points between one tenth and nine tenths of the tie line agreed within $10^{-16}$ eV. If the regions lie on different tie lines, $t$ and $Mn$ turn from place to place. A zero eigenvalue at each point then does not freeze a fixed combination of compositions.

The neglected energies lift the zero slightly. Suppose that the two-phase state has an extra energy $S(f)$ per site. Because the division into phases already minimises the energy, the first-order change of the minimum is $S$ evaluated at the unperturbed $f(c)$. Along a tie line, $f$ changes linearly, by $1/|t|$ per unit length of composition. The second derivative of the total energy in that direction is therefore no longer zero but $S''/|t|^2$. In the basis $(n,\hat t)$, the determinant of the second-derivative matrix becomes $kS''/|t|^2$ to first order. For an estimate, the flux law $J=-M\,\partial m/\partial x$ is kept with the plate value of $M$, also for the particles considered below, and any direct effect of pressure or stress gradients on the lattice fluxes is neglected. The product of the eigenvalues of $D$ is then this determinant times $\det M$, and division by $\lambda=k\,n\cdot Mn$ leaves

$$\lambda_t=\frac{S''(f)}{|t|^2}\,\frac{\det M}{n\cdot Mn}.$$

For spherical particles of radius $r$ and interface energy $\gamma$, with site volume $\Omega$, the interface area per volume is $3f/r$, so $S=3\gamma\Omega f/r$. If the number of particles is fixed, $r\propto f^{1/3}$ and $S\propto f^{2/3}$. Two derivatives give the factor $\frac23\left(-\frac13\right)f^{-2}$, hence

$$S''=-\frac{2\gamma\Omega}{3rf}.$$

With $\gamma=2$ eV/nm², $\Omega=0.011$ nm³ and $r=500$ nm, this is $-5.3\times10^{-5}$ eV, and $\lambda_t=-2.3$ nm²/s.

For coherent plates with misfit strain $\varepsilon$ and equal biaxial modulus $Y$, force balance gives strains $f\varepsilon$ in $\alpha$ and $-(1-f)\varepsilon$ in $\beta$. If creep relaxes the mean strain at each depth, the energy per site is

$$S=Y\Omega\varepsilon^2\left[(1-f)f^2+f(1-f)^2\right]=Y\Omega\varepsilon^2f(1-f),$$

so $S''=-2Y\Omega\varepsilon^2$. With $Y=200$ GPa and $\varepsilon=0.003$, the result is $\lambda_t=-10.5$ nm²/s. This case requires plates thin enough to remain coherent, at this misfit roughly 100 nm or less. In thicker plates, dislocations at the interfaces can relieve much of the misfit, and the estimate no longer applies. Solving the full equilibrium with each energy included, and with the same flux law, gave −2.26 and −10.53 nm²/s, in agreement with the first-order formula. The neglected pressure and stress terms, and the choice of lattice frame, change these values by up to about 12 % without changing their sign.

The magnitudes are 0.13 % and 0.6 % of $\lambda$. The negative sign means that, in these two models, differences of phase fraction grow instead of decaying, though much more slowly than the other kind of wave decays at the same wavelength. The growth rate $|\lambda_t|q^2$ rises as the wavelength falls: at 2000 nm the capillary growth time is about $4.5\times10^4$ s, comparable to the relaxation time found above for 50 000 nm. At wavelengths near the particle size the averaged description itself fails. At fixed $S''$, the factor $1/|t|^2$ makes the correction larger for a shorter tie line. Where the two phases become identical, however, the interface energy and the misfit vanish too, so this factor alone does not decide the size of the correction. If neighbouring depths remain coherent with one another, stress couples them, and a local function $S(f)$ is not sufficient.

The parameters are meant for the regime of a two-phase metallic coating on a hot turbine part: very roughly 1300 K, tens of micrometres of thickness, and tracer diffusivities of order $10^3$ nm²/s. Real diffusivities can differ from this by orders of magnitude between phases and temperatures. The pair energies are small for a coating that contains a strongly ordered intermetallic phase. Real microstructures are also not plates aligned with the flux. At the same $k$, the lower bound from $M_{\rm series}$ is 1194 nm²/s, so another arrangement of the phases can lower $\lambda$ from 1741 nm²/s by at most about 31 %, and it leaves the zero in place. Local equilibrium itself takes time: diffusion over one particle radius at the slowest single-phase rate needs a time of order $500^2/687\approx4\times10^2$ s, which is about 1 % of the relaxation time above. That estimate does not include slow reactions at the interfaces, nor coarser particles, for which the time grows as $r^2$. Where oxidation removes one component until a phase disappears, the two-phase matrix ceases to apply.

For a coating and a substrate made of the same two phases, the result suggests choosing average compositions on one tie line, since the driving force for interdiffusion then vanishes. This holds at the temperature for which the tie line was calculated, and as long as stress, interface energy and further components can be neglected. In a calculation with two-phase cells, it is safest to find the equilibrium in each cell and obtain the flux from $M\,\partial m/\partial x$. The zero eigenvalue then follows from the equilibrium and need not be imposed. The numerical output below lists the values for this example.

## Values computed for the example and the checks

```
temperature: 1300 K
thermal energy: 0.11203 eV
alpha end energies A B C: 0.12 0 0 eV
alpha pair energies AB AC BC: 0.02 -0.03 0.04 eV
alpha tracer D A B C: 1500 800 500 nm^2/s
beta end energies A B C: 0 0.02 0.1 eV
beta pair energies AB AC BC: -0.04 -0.03 0.02 eV
beta tracer D A B C: 4000 2000 6000 nm^2/s
average composition A B: 0.4 0.15
alpha composition A B: 0.20753 0.13568
beta composition A B: 0.5565 0.16164
beta fraction f: 0.55154
tie-line vector t: 0.34897 0.025962
unit normal n: -0.074191 0.99724
potentials m at equilibrium: -0.025255 -0.14545 eV
largest change of m along tie line: 5.6e-17 eV
curvature k: 0.80659 eV
mobility M 11 12 21 22: 6085.1 -954.18 -954.18 1994.3 nm^2/(eV s)
D formula 11 12 21 22: 83.959 -1128.5 -123.25 1656.7 nm^2/s
D definition 11 12 21 22: 83.959 -1128.5 -123.25 1656.7 nm^2/s
zero eigenvalue, numerical: 4e-08 nm^2/s
angle of its eigenvector to tie line: 4.8e-08 degree
nonzero eigenvalue, numerical: 1740.7 nm^2/s
nonzero eigenvalue, formula: 1740.7 nm^2/s
nonzero eigenvalue, converted: 1.7407e+05 angstrom^2/s
its unit eigenvector: -0.56298 0.82647
alpha alone, eigenvalues: 686.57 1405.9 nm^2/s
beta alone, eigenvalues: 2478.8 5816.5 nm^2/s
wrong average of D, eigenvalues: 1719.1 3794.5 nm^2/s
sample gradient A B: 1e-06 0 1/nm
sample flux A B (fraction times speed): -8.3959e-05 0.00012325 nm/s
wavelength: 50000 nm
relaxation time of decaying wave: 36380 s
ring: tie-line amplitude kept: 1
ring: other amplitude left: 0.36788
ring: expected amplitude left: 0.36788
eigenvalue for series mobility: 1193.7 nm^2/s
site volume: 0.011 nm^3
particle radius: 500 nm
interface energy: 2 eV/nm^2
biaxial modulus: 200 GPa
misfit strain: 0.003
capillary eigenvalue, full: -2.262 nm^2/s
capillary eigenvalue, formula: -2.259 nm^2/s
misfit eigenvalue, full: -10.53 nm^2/s
misfit eigenvalue, formula: -10.5 nm^2/s
capillary and misfit over nonzero one: 0.0013 0.00605
local equilibration time: 364 s
equilibration over relaxation time: 0.01
```
